# Field-Lowered Escape Barriers at a Charged Centre and a Metal Contact, part 2

The question is how an electric field helps an electron to escape from a positive charge, and how this compares with escape from a metal. The treatment is classical, in a uniform medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The electron has charge $-e$. A field of magnitude $F$ pushes it along $+z$ with force $f=eF$, and $A=e^2/(4\pi\varepsilon)$.

For an electron at distance $r$ from a fixed charge $+e$ (the centre, for example a donor that has lost its electron), at angle $\theta$ to the force,

$$U(r,\theta)=-\frac{A}{r}-fr\cos\theta .$$

Energy is counted from an electron at rest far away at zero field. The lowest way out is a pass on the forward axis at $r_m=\sqrt{A/f}$, with energy $-2\sqrt{Af}$. The Poole-Frenkel lowering is thus

$$\Delta_{PF}=2\sqrt{Af}=\beta_{PF}\sqrt F,\qquad \beta_{PF}=\sqrt{\frac{e^3}{\pi\varepsilon}} .$$

At a plane metal surface the electron, at height $x$, is attracted by its image, which moves as the electron moves. With the field pushing the electron away from the metal,

$$U_{im}(x)=-\frac{A}{4x}-fx .$$

The Schottky lowering is $\Delta_S=\sqrt{Af}=\beta_S\sqrt F$, so $\beta_{PF}=2\beta_S$ at equal permittivity.

A geminate pair is an electron and a hole made by one photon, both free to move. With $\mathbf r=\mathbf r_e-\mathbf r_h$ and $r$ its length,

$$U=-\frac{A}{|\mathbf r_e-\mathbf r_h|}-fz_e+fz_h=-\frac Ar-f(z_e-z_h).$$

This is the function for the fixed centre, with $\mathbf r$ now the separation vector, so the pass and its lowering are the same. If the pair starts with a definite separation along the field, its starting energy has to be included.

The example is a polymer:fullerene blend with $\varepsilon_r=3.5$ and $F=0.10$ MV/cm, the field of 1 V across 100 nm. Then $A=0.4114$ eV nm, $f=0.0100$ eV/nm, $r_m=6.41$ nm and $\Delta_{PF}=0.128$ eV. A field of 1 MV/cm corresponds to $f=0.1$ eV/nm.

**Q.** Yet at the metal a moving partner changed the answer by a factor of two.

**A.** The image is not an independent particle. The applied field works on the electron alone, and the position of the image is tied to the electron's. In a real pair the field works on both charges, and the total work depends on their full separation.

**Q.** Such a pair is born with some distance $a$ between its charges. You warned me that the starting energy then depends on the field.

**A.** Let the pair start at $r=a$, with $a<r_m$, and at angle $\theta$ to the force. Its starting energy is $-A/a-fa\cos\theta$. The energy needed to reach the pass is

$$E_b=-2\sqrt{Af}-\left(-\frac Aa-fa\cos\theta\right)=\frac Aa+fa\cos\theta-2\sqrt{Af}.$$

For a pair aligned with the force this is a perfect square:

$$E_b=\left(\sqrt{\frac Aa}-\sqrt{fa}\right)^2,$$

since the cross term is $-2\sqrt{(A/a)(fa)}=-2\sqrt{Af}$. It vanishes at $f=A/a^2$, when the pair starts on the pass itself.

With a rough distance $a=1.5$ nm, $A/a=0.274$ eV and $fa=0.015$ eV. The barrier is 0.161 eV for the aligned pair, 0.146 eV at right angles and 0.131 eV for the opposed pair. The aligned barrier would vanish at $0.4114/1.5^2=0.183$ eV/nm, or 1.8 MV/cm. For other directions $E_b$ reaches zero at weaker fields: at $a=r_m/2$ (0.46 MV/cm) at right angles, and at $a=(\sqrt2-1)r_m$ (0.31 MV/cm) for the opposed pair. Beyond these fields the pair starts above the pass and has no net climb.

**Q.** This looks backwards. The pair that already points the right way has the highest barrier.

**A.** It starts lowest in energy, so it has the longest climb. The climb alone does not decide which pair escapes. An opposed pair must turn round, and on the way it may meet its partner and recombine. That competition needs an equation of motion.

**Q.** Before that, give me the simple rate.

**A.** In the simplest picture, the escape rate is a prefactor times a Boltzmann factor. If the field changes neither the prefactor nor the starting level, the rate is multiplied by $e^\zeta$, where

$$\zeta=\frac{\Delta_{PF}}{kT}.$$

At 300 K, $kT=0.02585$ eV. The example has $\zeta=0.1283/0.02585=4.96$ and $e^\zeta=143$. At a metal contact in the same field the exponent is half as large and the factor is 12, the square root of 143. At 330 K, with the other inputs fixed, the factor for the centre falls to 91.

**Q.** Then I can plot the logarithm of the current against $\sqrt F$, and the slope tells me whether I have centres or a contact.

**A.** Not by itself, because the density of free carriers need not be proportional to the emission rate. Consider $N_d$ donors per unit volume and $N_c$ compensating acceptors, each of which has taken one electron. If $n$ electrons are free, neutrality requires $n+N_c$ empty donors. The occupied donors number $N_d-N_c-n$.

In the steady state, emission from occupied donors balances capture by empty ones. Let $K$ be the ratio of the emission rate to the capture coefficient. Then

$$n(n+N_c)=K(N_d-N_c-n).$$

Without compensation and with few donors emptied, $N_c=0$ and $n\ll N_d$, so

$$n^2\approx KN_d,\qquad n\approx\sqrt{KN_d}.$$

With strong compensation, meaning that $n$ is small compared with both $N_c$ and $N_d-N_c$,

$$n\approx K\,\frac{N_d-N_c}{N_c}.$$

If capture, mobility and the emission prefactor do not depend on the field, $K\propto e^\zeta$ and the current at a given field is proportional to $nF$. After division by $F$, its logarithm has slope $\beta_{PF}/kT$ against $\sqrt F$ in the compensated case. Without compensation the slope is $\beta_{PF}/(2kT)=\beta_S/kT$. At equal permittivity this is also the slope of the logarithm of the current itself, not divided by $F$, at a contact with a constant prefactor. Constant prefactors are an assumption: the diffusion model below gives a smaller slope for escape from a centre. The assumption also fails at a contact to a low-mobility medium such as the blend, where carriers diffuse over the ridge and the current is inversely proportional to $\int_0^\infty e^{U_{im}/kT}dx$. At 0.10 MV/cm the slope is then $1.65\,\beta_S/kT$ for the current itself and $0.84\,\beta_S/kT$ after division by $F$. The barrier at the centre is still lowered by $\beta_{PF}\sqrt F$; the square root in the carrier density has halved the slope.

**Q.** Back to the pair that may recombine. What is the equation of motion?

**A.** Assume that the separation $\mathbf r$ diffuses with a constant coefficient $D$ and drifts in the force $-\nabla U$. Assume also that the pair is lost as soon as $r$ reaches zero. Let $p(\mathbf r)$ be the probability that a pair now at $\mathbf r$ finally escapes. During a short time $dt$ the mean displacement is $-(D/kT)\nabla U\,dt$, and the mean square displacement along each axis is $2D\,dt$. The escape probability now must equal its average after the step. Expanding $p$ to second order in the displacement gives

$$\nabla^2p-\frac{1}{kT}\nabla U\cdot\nabla p=0,$$

with $p\to0$ as $r\to0$ and $p\to1$ as $r\to\infty$.

**Q.** With a Coulomb force and a uniform force together, I doubt that you can solve that in closed form.

**A.** It has a solution as a double sum. Define

$$\alpha=\frac{A}{kTr},\qquad b=\kappa r(1+\cos\theta),\qquad \kappa=\frac{f}{2kT},$$

the Poisson weights $w_m(y)=e^{-y}y^m/m!$, and the tails $T_m=\sum_{j\ge m}w_j(b)$. The solution is

$$p=\sum_{m=0}^\infty w_m(\alpha)\,T_m .$$

It is the probability that a Poisson number of mean $b$ is at least as large as an independent one of mean $\alpha$.

**Q.** I will not take that on trust.

**A.** Substitute it. Subscripts $\alpha$ and $b$ on $p$ and $S$ denote derivatives. Differentiating a weight gives $w_m'=w_{m-1}-w_m$, with $w_{-1}=0$. In the tail these differences telescope to $\partial T_m/\partial b=w_{m-1}(b)$. With

$$S=\sum_m\frac{(\alpha b)^m}{(m!)^2},\qquad G=e^{-\alpha-b},$$

the first derivatives are

$$p_\alpha=\sum_mw_m(\alpha)(T_{m+1}-T_m)=-GS,$$

$$p_b=\sum_{m\ge1}w_m(\alpha)w_{m-1}(b)=GS_b .$$

For the equation itself we need the gradients. With $u=\cos\theta$ and unit vectors $\hat r,\hat z$, we have $\nabla\alpha=-\alpha\hat r/r$ and $\nabla b=\kappa(\hat r+\hat z)$. Hence

$$|\nabla\alpha|^2=\frac{\alpha^2}{r^2},\quad |\nabla b|^2=\frac{2\kappa b}{r},\quad \nabla\alpha\cdot\nabla b=-\frac{\alpha b}{r^2},$$

$$\nabla^2\alpha=0,\qquad \nabla^2b=\frac{2\kappa}{r},\qquad -\frac{\nabla U}{kT}=\nabla\alpha+2\kappa\hat z .$$

Also $\hat z\cdot\nabla\alpha=-\alpha u/r$ and $\hat z\cdot\nabla b=b/r$. Apply the chain rule, multiply by $r^2$, and put $h=2\kappa r$, so that $hu=2b-h$. The left side of the equation becomes $\alpha X+hY$, with

$$X=\alpha p_{\alpha\alpha}-2bp_{\alpha b}+(\alpha-2b)p_\alpha-bp_b,$$

$$Y=bp_{bb}+(1+b)p_b+\alpha p_\alpha .$$

Insert the derivatives, using $p_{\alpha\alpha}=G(S-S_\alpha)$, $p_{\alpha b}=G(S-S_b)$ and $p_{bb}=G(S_{bb}-S_b)$. The terms in $S$ itself cancel in $X$, which leaves

$$X=G(-\alpha S_\alpha+bS_b)=0,$$

because $S$ depends only on the product $\alpha b$. The other part is

$$Y=G(bS_{bb}+S_b-\alpha S)=0,$$

because the series gives $\partial_b(bS_b)=\sum_{m\ge1}m^2\alpha^mb^{m-1}/(m!)^2=\alpha S$.

**Q.** And the boundary conditions?

**A.** As $r\to0$, $\alpha\to\infty$ and $b\to0$, so the first Poisson number almost surely exceeds the second and $p\to0$. The $m=0$ term shows that $p\ge e^{-\alpha}$, which tends to one as $r\to\infty$. A second solution would differ from this one by a function that vanishes at both boundaries. Such a function equals its own average after a step and can have no interior extremum, so it is zero.

**Q.** What does this say about my opposed pair?

**A.** It has $\cos\theta=-1$ and hence $b=0$. Then $p=e^{-\alpha}$, the zero-field value: in this model the field does not help it. Turning the pair towards the force raises $b$ and therefore $p$, so the aligned pair escapes best although its climb is longest.

**Q.** Where is the Poole-Frenkel exponent in all this?

**A.** Let the initial distance become small. The product

$$\alpha b=\frac{Af}{(kT)^2}\,\frac{1+u}{2}=\frac{\zeta^2}{8}(1+u)$$

does not depend on distance, since $\zeta=2\sqrt{Af}/kT$. In the double sum, terms with $j>m$ carry extra powers of $b$ and vanish, so $p/e^{-\alpha}\to S$. For initial directions spread evenly over the sphere, the average of $(1+u)^m$ is

$$\frac12\int_{-1}^{1}(1+u)^m\,du=\frac{2^m}{m+1}.$$

The mean enhancement over zero field is therefore

$$R=\sum_{m=0}^\infty\frac{(\zeta^2/4)^m}{m!\,(m+1)!}=\frac{2I_1(\zeta)}{\zeta},$$

where $I_1$ is the modified Bessel function defined by this series. The variable is the Poole-Frenkel exponent itself.

**Q.** But the function is not an exponential.

**A.** It approaches one, apart from a power. The Bessel function can be written

$$I_1(\zeta)=\frac1\pi\int_0^\pi e^{\zeta\cos\phi}\cos\phi\,d\phi .$$

Expanding the exponential and using $\int_0^\pi\cos^{2q}\phi\,d\phi=\pi(2q)!/[4^q(q!)^2]$ recovers the series. At large $\zeta$ the integral comes from small $\phi$, where $\cos\phi\approx1-\phi^2/2$, and the Gaussian integral gives $I_1\approx e^\zeta/\sqrt{2\pi\zeta}$. Hence

$$\ln R\approx\zeta-\tfrac32\ln\zeta+\text{constant},\qquad \frac{d\ln R}{d\zeta}\approx1-\frac{3}{2\zeta}.$$

In the limit of small initial distance, the coefficient $\beta_{PF}$ thus survives in the strong-field slope. At $\zeta=4.96$ the Bessel function gives $R=9.5$ and a slope of 0.72, so even in this limit a plot would show an apparent coefficient 28% below $\beta_{PF}$.

For $a=1.5$ nm, I summed the series and averaged over direction by numerical quadrature. The enhancement is 7.5. The simple factor of 143 is 19 times larger. The slope is also smaller than in the limit, about 0.58. At a finite initial distance it does not approach one in a strong field: the escape probability cannot exceed one, so the enhancement saturates and the slope falls towards zero.

**Q.** How does this compare with a real solar cell?

**A.** The inputs are rough values for a polymer:fullerene blend, and the field is that of a total voltage of 1 V, built-in voltage plus reverse bias, across 100 nm. Permittivities of 3.0 and 4.0 would change the lowering to 0.139 and 0.120 eV. The model's absolute yield, however, is far too low. At zero field it is $e^{-A/(akT)}=2.5\times10^{-5}$, and the field raises it to $1.9\times10^{-4}$. Efficient cells turn most absorbed photons into collected charge. The model with these inputs therefore cannot describe them: its yield is too low by more than three orders of magnitude. The comparison alone does not show which of its assumptions fails.

Energetic disorder is also large. For a rough standard deviation of 0.07 eV per site, the energy difference of two independent sites spreads by $\sqrt2\times0.07=0.099$ eV, comparable with the whole lowering.

**Q.** Could the electron tunnel instead of climbing?

**A.** Take an energy $kT$ below the pass, $E=-(0.1283+0.0259)$ eV. On the axis the barrier lies between the roots of $fr^2-|E|r+A=0$, which are 8.5 nm apart. The semiclassical exponent $2\int\sqrt{2m(U-E)}\,dr/\hbar$, integrated numerically with the free-electron mass $m$, is 10.9. Tunnelling there costs a factor $e^{-10.9}$, while starting $kT$ lower gains only a factor $e$ in thermal population. Here the centre is fixed and the free-electron mass is an assumption. For a pair in which both charges move with the free-electron mass, the reduced mass $m/2$ lowers the exponent to 7.7, which is still a much larger cost than the gain. The exponent varies as the square root of the mass, so a heavier mass would increase the cost and a light effective mass, as in many crystals, would reduce it. This estimate treats the barrier as smooth and does not describe hops between molecules.

**Q.** And other charges nearby?

**A.** At a rough density of $10^{16}$ cm$^{-3}$ a typical spacing, the inverse cube root of the density, is 46 nm. One such charge produces a field of 0.0019 MV/cm at that distance, 2% of the applied field. Randomly placed charges are often closer than this, and their fields add, so the total can be several times larger. For uncorrelated charges placed at random, the median of this total is about 10% of the applied field, and one site in ten sees more than 25%. A 10% increase along the field raises the lowering by 5%, or 0.006 eV. With random directions the median change is 0.003 eV, and one site in a hundred changes by more than 0.03 eV. For most sites that is small beside the spread of 0.099 eV from disorder.

Numbers in the example were calculated in double precision.
